# Strain as a valley-odd vector potential in graphene

**Q.** I am told that stretching graphene acts on its electrons like a magnetic field. Stretching changes bond lengths, and no magnet is present. Where could a vector potential come from?

**A.** From unequal hoppings. Take one orbital per carbon atom, nearest-neighbour hopping only, and no electron interactions. With bond length \(a\) and \(x\) along the zigzag direction, the vectors from an A atom to its three B neighbours are

\[
\delta_1=a\left(\tfrac{\sqrt3}{2},\tfrac12\right),\quad \delta_2=a\left(-\tfrac{\sqrt3}{2},\tfrac12\right),\quad \delta_3=a(0,-1).
\]

The hopping amplitudes are \(-t_n\), with \(t_n\) real. A Bloch wave obeys \(E\psi_A=H_{AB}\psi_B\) with

\[
H_{AB}(k)=-\sum_n t_n e^{ik\cdot\delta_n},
\]

and \(H_{BA}=H_{AB}^*\). The energies are \(\pm|H_{AB}|\), so the bands touch where the sum vanishes.

With equal hoppings this happens at \(K_\xi=\xi\,(4\pi/(3\sqrt3a),0)\), where \(\xi=\pm1\) labels the valleys K and K′. There \(K_\xi\cdot\delta_n=2\pi\xi/3,\,-2\pi\xi/3,\,0\), and the phase factors add to \(2\cos(2\pi/3)+1=0\). If the three hoppings differ, these phases no longer cancel, and the touching point must move.

**Q.** It might instead disappear, leaving a gap. Show me that it moves, and by how much.

**A.** Put \(k=K_\xi+q\) and \(t_n=t+\delta t_n\). To first order in \(q\) and \(\delta t_n\),

\[
H_{AB}=-t\sum_n i(q\cdot\delta_n)e^{iK_\xi\cdot\delta_n}-\sum_n\delta t_n e^{iK_\xi\cdot\delta_n}.
\]

In the first sum the coefficient of \(q_x\) is

\[
-it\,\tfrac{\sqrt3a}{2}\left(e^{2\pi i\xi/3}-e^{-2\pi i\xi/3}\right)=-it\,\tfrac{\sqrt3a}{2}\,(i\xi\sqrt3)=\tfrac{3at}{2}\,\xi ,
\]

and that of \(q_y\) is

\[
-ita\left(\tfrac12\cdot2\cos\tfrac{2\pi}{3}-1\right)=\tfrac{3at}{2}\,i .
\]

So \(\hbar v=3at/2\). For the second sum use \(e^{\pm2\pi i\xi/3}=-\tfrac12\pm i\xi\tfrac{\sqrt3}{2}\):

\[
\sum_n\delta t_ne^{iK_\xi\cdot\delta_n}=\delta t_3-\tfrac{\delta t_1+\delta t_2}{2}+i\xi\tfrac{\sqrt3}{2}(\delta t_1-\delta t_2).
\]

Define the real vector

\[
\mathcal A=\frac{1}{\hbar v}\left(\delta t_3-\tfrac{\delta t_1+\delta t_2}{2},\ \tfrac{\sqrt3}{2}(\delta t_1-\delta t_2)\right).
\]

Then \(H_{AB}=\hbar v\,[\xi q_x+iq_y-\mathcal A_x-i\xi\mathcal A_y]\). Since \(\xi^2=1\), this is

\[
H_{AB}=\hbar v\,[\,\xi(q_x-\xi\mathcal A_x)+i(q_y-\xi\mathcal A_y)\,].
\]

It vanishes at \(q=\xi\mathcal A\). One complex equation fixes two real components of \(q\), so a small change of real hoppings moves the zero rather than removing it. Equal changes of all three hoppings give \(\mathcal A=0\): only differences between directions count.

**Q.** Is there a case that can be solved without the expansion?

**A.** Take \(t_1=t_2\) and \(k_y=0\). The zero condition is \(2t_1\cos(\sqrt3ak_x/2)+t_3=0\), or

\[
\cos\left(\tfrac{\sqrt3}{2}ak_x\right)=-\frac{t_3}{2t_1}.
\]

For \(t_1=t\), \(t_3=t+\delta t_3\), the angle near \(2\pi/3\) changes by \(\delta t_3/(\sqrt3t)\). Dividing by \(\sqrt3a/2\) gives \(q_x=2\delta t_3/(3at)=\delta t_3/\hbar v\), as above. The solution also shows where the description ends: at \(t_3=2t_1\) the two Dirac points meet, and beyond it a gap opens.

**Q.** A displaced Dirac point is still only a displacement. Why call it a vector potential, and why valley-odd?

**A.** An electron has charge \(-e\), so a real vector potential replaces \(q\) by \(q+eA/\hbar\) in both valleys. Here \(q\) is replaced by \(q-\xi\mathcal A\). The two agree if

\[
A_{\rm ps}=-\xi\frac{\hbar}{e}\mathcal A .
\]

The sign depends on the valley. It has to: real hoppings respect time reversal, which exchanges \(k\) and \(-k\), so the two Dirac points must move oppositely.

A uniform \(\mathcal A\) has no magnetic effect. If the hoppings vary slowly over a bond length, write \(\psi_{A,B}=e^{iK_\xi\cdot r}\varphi_{A,B}(r)\) and expand \(\varphi_B(r+\delta_n)\approx\varphi_B+\delta_n\cdot\nabla\varphi_B\). The same sums appear, with \(q\to-i\nabla\) and \(\mathcal A\to\mathcal A(r)\). Besides second and higher derivatives of \(\varphi\), two things are dropped: products of \(\delta t_n\) with gradients, which make the velocity depend on position, and scattering between valleys, which needs variation on the atomic scale.

With \(\pi=-i\nabla-\xi\mathcal A\),

\[
[\pi_x,\pi_y]=i\xi(\partial_x\mathcal A_y-\partial_y\mathcal A_x).
\]

For a real field, \(\pi=-i\nabla+eA/\hbar\) gives \([\pi_x,\pi_y]=-ieB/\hbar\). Comparison yields

\[
B_{\rm ps}=-\xi\frac{\hbar}{e}(\partial_x\mathcal A_y-\partial_y\mathcal A_x).
\]

**Q.** You have assumed hopping changes. What does strain itself give?

**A.** Let \(u(r)\) be the displacement and \(\varepsilon_{ij}=(\partial_iu_j+\partial_ju_i)/2\). Suppose first that both sublattices follow \(u\), which is called affine motion. The squared bond length becomes \(a^2+2\,\delta_n\cdot\varepsilon\cdot\delta_n\) to first order, so the length \(l_n\) grows by \(\delta_n\cdot\varepsilon\cdot\delta_n/a\). Rotations drop out. With the usual model \(t_n=t\,e^{-\beta(l_n/a-1)}\),

\[
\delta t_n=-\beta t\,\frac{\delta_n\cdot\varepsilon\cdot\delta_n}{a^2}.
\]

Explicitly,

\[
\delta t_{1,2}=-\beta t\left(\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}\pm\tfrac{\sqrt3}{2}\varepsilon_{xy}\right),\qquad \delta t_3=-\beta t\,\varepsilon_{yy}.
\]

Therefore \(\delta t_3-(\delta t_1+\delta t_2)/2=\tfrac34\beta t(\varepsilon_{xx}-\varepsilon_{yy})\) and \(\tfrac{\sqrt3}{2}(\delta t_1-\delta t_2)=-\tfrac32\beta t\,\varepsilon_{xy}\). Division by \(3at/2\) gives

\[
\mathcal A=\frac{\beta}{2a}\,(\varepsilon_{xx}-\varepsilon_{yy},\,-2\varepsilon_{xy}).
\]

**Q.** The reciprocal lattice deforms too, so K itself moves. You seem to have lost that.

**A.** My wavevectors refer to the undeformed positions, used as atomic labels. In the laboratory an atom labelled \(R\) sits at \(r=R+u\), so to first order the phase \(K_\xi\cdot R\) is \(K_\xi\cdot r-K_\xi\cdot u(r)\). Its gradient contains the additional shift \(-\nabla(K_\xi\cdot u)\). The shift is real, but a gradient has no curl, so it adds nothing to \(B_{\rm ps}\).

Both forms were tested against numerical zeros of the Bloch sum, for a displacement gradient that included rotation. In each valley and each frame, halving the strain reduced the remaining error about fourfold, as a first-order law requires.

**Q.** A crystal with two atoms per cell need not deform affinely. One sublattice can slide against the other.

**A.** It does, and the effect is large. Let B move by an extra \(w\) relative to A. The hoppings change further by \(-\beta t\,\delta_n\cdot w/a^2\), and inserting the \(\delta_n\) adds \((\beta/a^2)(w_y,-w_x)\) to \(\mathcal A\).

Symmetry fixes the form of \(w\). Under a rotation by \(\phi\), \(w_x+iw_y\) gains \(e^{i\phi}\), and \(s=\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy}\) gains \(e^{2i\phi}\). For \(\phi=120^\circ\), \(e^{2i\phi}=e^{-i\phi}\), so \(w_x+iw_y\) is proportional to \(s^*\). The mirror \(x\to-x\) makes the coefficient imaginary. Hence, with one number \(\lambda\),

\[
w=(\lambda-1)a\left(\varepsilon_{xy},\ \tfrac{\varepsilon_{xx}-\varepsilon_{yy}}{2}\right),
\]

and the whole of \(\mathcal A\) is multiplied by \(\lambda\).

**Q.** Then everything hangs on \(\lambda\). Can you estimate it without simply choosing it?

**A.** Yes, once a force model is chosen: the Poisson ratio \(\sigma\) then fixes it. Let \(s_n=\varepsilon\delta_n+w\) be the change of bond \(n\), and take the energy

\[
U=\sum_n(2\delta_n\cdot s_n)^2+g_b\sum_{n<m}(\delta_n\cdot s_m+\delta_m\cdot s_n)^2 ,
\]

in units of the stretching stiffness. For \(\varepsilon_{xx}=-\varepsilon_{yy}=\eta\), we have \(w=(0,(\lambda-1)a\eta)\). The products \(\delta_n\cdot s_n\) are \(\lambda a^2\eta\,(\tfrac12,\tfrac12,-1)\). The bending terms for the pairs 12, 13, 23 are \((\lambda-3)a^2\eta\,(1,-\tfrac12,-\tfrac12)\). So

\[
U=\tfrac32a^4\eta^2\,[4\lambda^2+g_b(\lambda-3)^2].
\]

The minimum is at \(\lambda=3X\), where \(X=g_b/(4+g_b)\). Substituting \(g_b=4X/(1-X)\) gives \(U=54Xa^4\eta^2\). For equal expansion \(\varepsilon_{xx}=\varepsilon_{yy}=\eta\), each \(\delta_n\cdot s_n=a^2\eta\) and each bending term is \(-a^2\eta\), so \(U=3(4+g_b)a^4\eta^2=12a^4\eta^2/(1-X)\).

In two-dimensional elasticity both deformations cost \(2\eta^2\) times a modulus: the shear modulus \(\mu\) for the first, the area modulus \(\kappa\) for the second. Thus \(\mu/\kappa=4.5X(1-X)\). Under uniaxial stress the transverse stress vanishes, \(\kappa(\varepsilon_{xx}+\varepsilon_{yy})=\mu(\varepsilon_{xx}-\varepsilon_{yy})\). With \(\varepsilon_{yy}=-\sigma\varepsilon_{xx}\),

\[
4.5X(1-X)=\frac{1-\sigma}{1+\sigma}.
\]

For a rough graphene value \(\sigma=0.17\) the right side is 0.709. The smaller root is \(X=0.196\), so \(\lambda=0.588\). The other root would make bending stiffer than stretching, and I reject it on that ground. The value depends on the force model. The \(g_b\) term is not pure angle bending, since it is nonzero even for equal expansion, which changes no angle. Penalizing only the changes of angle, with the same \(\sigma\), would give \(\lambda=(1-\sigma)/(1+\sigma)=0.71\). I use 0.588 below as one plausible value.

**Q.** Now give me a deformation with a field, not merely a formula that permits one.

**A.** Bend a ribbon in its own plane, with its axis along zigzag and curvature \(C=1/R\). Measured from the centre line, the axial strain is \(\varepsilon_{xx}=Cy\), and free sideways contraction gives \(\varepsilon_{yy}=-\sigma Cy\). There is no shear in these axes. For affine motion

\[
\mathcal A_x=Gy,\qquad \mathcal A_y=0,\qquad G=\frac{\beta(1+\sigma)C}{2a}.
\]

The curl is \(-G\), hence \(B_{\rm ps}=\xi\hbar G/e\), uniform across the ribbon at this order.

Use rough graphene values \(a=0.142\) nm, \(t=2.7\) eV, \(\beta=3\), with a chosen radius of 1000 nm and width of 99.9 nm. The edge strain is \(99.9/(2\times1000)=5.0\%\). Then

\[
G=\frac{3\times1.17\times0.001}{2\times0.142}=0.01236\ {\rm nm^{-2}}.
\]

Since \(\hbar/e=658.2\) T nm², the field magnitude is 8.1 T. With \(\lambda=0.588\) it falls to about 5 T.

**Q.** Would any bent ribbon do?

**A.** No. Let the axis make an angle \(\theta\) with zigzag. The axial strain is \(S=C(-x\sin\theta+y\cos\theta)\), the transverse strain is \(-\sigma S\), and rotating the tensor gives

\[
\mathcal A=\frac{\beta(1+\sigma)}{2a}\,S\,(\cos2\theta,-\sin2\theta).
\]

Its curl is \(G(\sin\theta\sin2\theta-\cos\theta\cos2\theta)=-G\cos3\theta\), so

\[
B_{\rm ps}=\xi\frac{\hbar G}{e}\cos3\theta .
\]

An armchair ribbon has \(\theta=90^\circ\) and no field at this order, although its strain is just as nonuniform. At zero wavevector along the axis, the states of an armchair ribbon are even or odd under exchange of the A and B atoms in each row parallel to the axis, and the odd energies are the negatives of the even ones. In a lattice calculation of the even states, bending the ribbon to the same radius left the mean spacing of their levels nearest zero at 18.0 meV, the same as for the straight ribbon to that precision. No Landau gap opened.

**Q.** For the zigzag ribbon, then, what should the spectrum look like?

**A.** Write \(H_{AB}=\hbar vD\) with \(D=\xi\pi_x+i\pi_y\). Squaring \(H\) gives \(\hbar^2v^2DD^\dagger\) on A and \(\hbar^2v^2D^\dagger D\) on B, where

\[
DD^\dagger=\pi^2-i\xi[\pi_x,\pi_y],\qquad D^\dagger D=\pi^2+i\xi[\pi_x,\pi_y].
\]

For the bend \([\pi_x,\pi_y]=-i\xi G\), so these are \(\pi^2-G\) and \(\pi^2+G\). The components of \(\pi\) have the commutator of an oscillator's position and momentum, with \(G\) in place of \(\hbar\), so \(\pi^2\) has eigenvalues \((2m+1)G\), \(m=0,1,2,\dots\). Therefore

\[
E_n=\pm\hbar v\sqrt{2nG}=\pm v\sqrt{2e\hbar|B_{\rm ps}|n}.
\]

The magnetic length is \(1/\sqrt G=9.0\) nm, much longer than a bond and much shorter than the width. With \(\hbar v=1.5\times0.142\times2.7=0.575\) eV nm, the first level is \(0.575\sqrt2/9.0\) eV, or 90.4 meV.

I compared this with a tight-binding ribbon whose bond lengths came from atomic positions on the arc, keeping the wavevector along the ribbon at \(K_\xi\). The first level came out at 90.4 meV in both valleys. The second and third were 127.8 and 156.6 meV, against 127.9 and 156.6 meV from the formula.

**Q.** Equal levels in the two valleys do not show that the field changes sign.

**A.** Correct, because the levels depend on \(|B|\). Add a real field of 4.07 T, half the affine pseudofield. The total is 12.2 T at K and \(-4.07\) T at K′. The first level should become \(90.4\sqrt{1.5}=110.7\) meV in one valley and \(90.4\sqrt{0.5}=63.9\) meV in the other. The lattice gives 110.7 and 63.9 meV.

The zero-energy state gives a second sign test. For strain, \(DD^\dagger=\pi^2-G\) has a zero eigenvalue in both valleys, so the state lies on A in both. For a real field, \(-i\xi[\pi_x,\pi_y]=-\xi eB/\hbar\), so with \(B>0\) it lies on A at K and on B at K′. In the central third of the ribbon the lattice states show this pattern, with practically all their weight on the predicted sublattice.

**Q.** At 5% edge strain, is first order still respectable?

**A.** Less so at the edge than in the middle. At the stretched edge the linear shift is 0.617 nm⁻¹, while the zero of the full Bloch sum, with the exponential hoppings, lies at 0.682 nm⁻¹. The linear value is about 9% below it. The ratio \(t_3/t_1=1.14\) is still far from the merging value 2.

The level at \(K_\xi\) agrees so well because its orbit is centred where the strain vanishes. Moving the centre to about \(-20\) or \(+20\) nm changes the first level to 89.3 or 91.4 meV, a tilt of roughly 1% each way. The terms dropped earlier let both velocity and field vary with position; I have not separated their shares.

**Q.** Strain also changes the local area. Surely that shifts the energy itself?

**A.** Yes. It adds a scalar potential \(V=g_s(\varepsilon_{xx}+\varepsilon_{yy})=g_s(1-\sigma)Cy\), equal on both sublattices. For a rough unscreened \(g_s=3\) eV its slope is \(3\times0.83\times0.001\) eV/nm, or 2.49 meV/nm. This acts as an electric field crossed with the pseudofield.

At K, with \(q_x=0\), let \(p=-i\partial_y\) and let \(b\) be the slope divided by \(\hbar vG\), which is the drift speed over \(v\). With Pauli matrices acting on (A, B),

\[
[-Gy(\sigma_x-b)-p\,\sigma_y]\psi=\frac{E}{\hbar v}\psi .
\]

Set \(\psi=e^{\chi\sigma_x/2}\varphi\) with \(\tanh\chi=b<1\), and multiply from the left by \(e^{\chi\sigma_x/2}\). Because \(\sigma_x\) and \(\sigma_y\) anticommute, \(\sigma_y\) is unchanged. With \(\gamma=\sqrt{1-b^2}\), \((\sigma_x-b)e^{\chi\sigma_x}=\gamma\sigma_x\) and \(e^{\chi\sigma_x}=(1+b\sigma_x)/\gamma\). The \(\sigma_x\) part of the energy term only moves the origin of \(y\), to a new coordinate \(Y\), leaving

\[
[-G\gamma Y\sigma_x-p\,\sigma_y]\varphi=\frac{E}{\hbar v\gamma}\varphi .
\]

This is the earlier problem with \(G\to G\gamma\) and \(E\to E/\gamma\), so

\[
E_n=\pm\hbar v\sqrt{2nG}\,(1-b^2)^{3/4}.
\]

For affine motion \(b=0.35\), and the first level falls from 90.4 to 82.0 meV; in the lattice with the added potential, half the distance between the first levels above and below zero has the same value. Relaxation weakens \(G\), so \(b\) rises to about 0.6 and the relaxed level falls from about 70 to about 50 meV. Screening would reduce \(g_s\) and this loss. At \(b\ge1\) the transformation fails, and the Landau levels are lost. The slope and \(G\) are both proportional to \(C\), so \(b\) does not depend on how strongly the ribbon is bent. It reaches 1 at \(g_s\approx8.6\) eV for affine motion and at about 5 eV after relaxation, not far above the rough value used here.

These energies are for \(q_x=0\). Only the zero level is then centred on the middle. The mean position of a level is the derivative of its energy with respect to the slope \(b\hbar vG\), so with \(E_n^0=\pm\hbar v\sqrt{2nG}\) it is \(\langle y\rangle=-\tfrac32\,bE_n^0(1-b^2)^{-1/4}/(\hbar vG)\). The first level above zero lies about 7 nm to the low-potential side for affine motion and about 16 nm after relaxation. For orbits centred elsewhere, the whole set of levels shifts with the local potential: by about 37 meV at 15 nm from the middle. The levels are therefore sharp at a fixed wavevector along the ribbon, but not at a fixed place. Orbits with different centres overlap at any point, and each extends about one magnetic length to either side of its centre. For affine motion the potential changes by \(2.49\times9.0\approx22\) meV over that length. After relaxation the length is 11.7 nm and the change about 29 meV each way, but these spreads must be set against the spacing at one place, not the spacing at one wavevector. Moving the first-level orbit back to the middle adds the slope times its offset, \(82+2.49\times6.9\approx99\) meV for affine motion and \(50+2.49\times16.5\approx91\) meV after relaxation. The zero level has density \(e^{-G\gamma y^2}\), so at a point its rms width in energy is the slope times \(1/\sqrt{2G\gamma}\): about 16 and 23 meV, and the first level is broader still. A local measurement would therefore still find a distinct, broadened zero level for affine motion, while after relaxation the levels partly run together. Averaging over the width would smear them further.

**Q.** Would I see this in a strained graphene device on a chip?

**A.** Not on the strength of the 8 T figure. The values of \(a\), \(t\), \(\beta\) and \(\sigma\) are rough but representative. The 5% edge strain is far above the few tenths of a percent that I would expect from ordinary processing, and the model assumes that the support prevents buckling yet lets the ribbon contract freely sideways. Affine motion is not a safe assumption either: with \(\lambda=0.588\), relaxation lowers the field to about 5 T and the first level to about 70 meV. An unscreened scalar potential could reduce the spacing at fixed wavevector to about 50 meV. It would also shift the levels from place to place, broadening them by some tens of meV even at a single point.

At 300 K the thermal energy is 25.9 meV. The Fermi function falls from 90% to 10% over \(2\ln9\) times this, about 114 meV, so occupation would blur such a level structure in transport. A rough scattering time of 0.1 ps adds a broadening \(\hbar/\tau\) of 6.6 meV.

Now hold the width at 100 nm and reduce the edge strain tenfold, to 0.5%. The relaxed field becomes about 0.5 T and its magnetic length \(\sqrt{658.2/0.5}\approx36\) nm. That is comparable with the 50 nm half-width, so the edges disturb the orbits and the bulk Landau formula no longer applies safely. A clear level structure needs a strain gradient large enough to make the magnetic length small compared with the device, an orientation for which \(\cos3\theta\) is not small, and a scalar potential that changes by much less than the level spacing, both across one orbit and over the region being measured.

## Computed values

```
bond length a: 0.142 nm
hopping t: 2.7 eV
hopping decay beta: 3
Poisson ratio: 0.17
bend radius: 1000 nm
ribbon width: 99.9 nm
zigzag chains in ribbon: 469
edge strain: 4.995 %
hbar v: 0.5751 eV nm
Dirac speed v: 8.737e+05 m/s
hbar/e: 658.2 T nm^2
valley wavevector K: 17.03 1/nm
edge Dirac shift, first order: 0.6173 1/nm
edge Dirac shift, exact hopping model: 0.682 1/nm
edge ratio t3/t1 (Dirac points merge at 2): 1.142
pseudomagnetic field, affine: 8.135 T
magnetic length, affine: 8.995 nm
Landau level 1, formula: 90.42 meV
Landau level 1, ribbon at K: 90.41 meV
Landau level 2, formula: 127.9 meV
Landau level 2, ribbon at K: 127.8 meV
Landau level 3, formula: 156.6 meV
Landau level 3, ribbon at K: 156.6 meV
Landau level 1, ribbon at K': 90.41 meV
added real field: 4.067 T
level 1 with real field, ribbon at K: 110.7 meV
level 1 with real field, formula at K: 110.7 meV
level 1 with real field, ribbon at K': 63.91 meV
level 1 with real field, formula at K': 63.93 meV
strain zero mode on A, valley K: 100 %
strain zero mode on A, valley K': 100 %
real-field zero mode on A, valley K: 100 %
real-field zero mode on A, valley K': 6.8e-11 %
armchair bent, mean level spacing: 18 meV
armchair straight, mean level spacing: 18.03 meV
relaxation factor lambda: 0.588
pseudomagnetic field, relaxed: 4.79 T
level 1 relaxed, formula: 69.35 meV
level 1 relaxed, ribbon: 69.34 meV
level 1 centred near y=-20 nm: 89.31 meV
level 1 centred near y=+20 nm: 91.44 meV
scalar potential coefficient, rough: 3 eV
scalar potential slope: 2.49 meV/nm
drift speed over v, affine: 0.35
level 1 with scalar potential, ribbon: 81.95 meV
level 1 with scalar potential, formula: 81.96 meV
drift speed over v, relaxed: 0.595
level 1 relaxed with scalar potential, formula: 49.9 meV
thermal energy at 300 K: 25.9 meV
broadening for 0.1 ps lifetime: 6.6 meV
```
